# Radiative equilibrium of an ion-heated wafer, with its first corrections

A silicon wafer in a nitrogen plasma is biased to \(-20\) kV. Ions strike its front face and bury nearly all their energy within roughly a tenth of a micrometre. The wafer hangs on thin supports in vacuum, so the heat can leave almost only as radiation. How hot does it become, and how far can a one-line estimate be trusted?

## The balance

Let \(q\) be the power absorbed per unit area of the heated face. For singly charged ions falling through a voltage \(V\) with mean current density \(J\), the arrival rate is \(J/e\) and each ion brings \(eV\), so

\[
q=\frac{J}{e}\,eV=JV .
\]

With \(J=0.50\) mA/cm² and \(V=20\) kV, \(q=10\) W/cm².

A black surface has spectral radiance \((2h\nu^3/c^2)/(e^{h\nu/k_BT}-1)\). Integrating the cosine of the emission angle over the outward hemisphere gives \(\pi\). With \(x=h\nu/k_BT\), the emitted power per area is

\[
\frac{2\pi k_B^4T^4}{h^3c^2}\int_0^\infty\frac{x^3\,dx}{e^x-1}
=\frac{2\pi^5k_B^4}{15h^3c^2}\,T^4\equiv\sigma T^4 ,
\]

because the integral is \(\pi^4/15\). A grey face emits the fraction \(\varepsilon\) of this, and absorbs the same fraction of what arrives from black surroundings at \(T_s\). Its net loss is \(\varepsilon\sigma(T^4-T_s^4)\).

The plasma is assumed to reach only the front, so the ions heat one face, but both faces radiate. Equal bombardment of the back would double the absorbed power. If the wafer is thin enough to have one temperature, and its rim is ignored,

\[
q=2\varepsilon\sigma(T^4-T_s^4),\qquad
T_e=\left(T_s^4+\frac{q}{2\varepsilon\sigma}\right)^{1/4}. \tag{1}
\]

## Cold surroundings: leading order and correction

Define the temperature for \(T_s=0\) and the small parameter that measures the surroundings:

\[
T_0=\left(\frac{q}{2\varepsilon\sigma}\right)^{1/4},\qquad
\theta=\left(\frac{T_s}{T_0}\right)^4 .
\]

Taking \(T_0^4\) out of the bracket in (1) gives \(T_e=T_0(1+\theta)^{1/4}\). The second binomial coefficient is \(\tfrac12\cdot\tfrac14\cdot(-\tfrac34)=-\tfrac3{32}\), so for \(\theta\ll1\)

\[
T_e=T_0\left(1+\frac{\theta}{4}-\frac{3\theta^2}{32}+\cdots\right)
=T_0+\frac{T_s^4}{4T_0^3}+\cdots . \tag{2}
\]

For \(\varepsilon=0.7\) and \(\sigma=5.670\times10^{-12}\) W/(cm² K⁴),

\[
T_0^4=\frac{10}{2(0.7)(5.670\times10^{-12})}\ \text{K}^4
=1.260\times10^{12}\ \text{K}^4,
\qquad T_0=1059\ \text{K}=786\ ^\circ\text{C}.
\]

Surroundings at 300 K give \(\theta=0.0064\), and the first correction is \(1059\times0.0064/4=1.7\) K. Formula (1) gives 1061 K. Room-temperature walls therefore count as cold, although they are far from absolute zero: the fourth power suppresses them.

At \(T_s=600\) K, \(\theta=0.103\). The first correction is 27.2 K, giving 1086.7 K, while (1) gives 1085.7 K. The difference, \(-1.0\) K, is close to the next term, \(-3\theta^2T_0/32=-1.1\) K; higher terms supply the rest.

The opposite limit is weak heating, \(q\ll2\varepsilon\sigma T_s^4\). Taking out \(T_s^4\) instead gives

\[
T_e=T_s\left(1+\frac{q}{2\varepsilon\sigma T_s^4}\right)^{1/4}
\simeq T_s+\frac{q}{8\varepsilon\sigma T_s^3}.
\]

The temperature rise is now linear in power. The fourth-root law belongs to strong heating.

If the back face exchanges no net heat, the factor 2 disappears from (1). For \(T_s=0\) the temperature rises by a factor \(2^{1/4}\), to 1260 K. The estimate near 1060 K thus requires two radiating faces.

Taking logarithms of \(T_0\) and differentiating gives

\[
\frac{dT_0}{T_0}=\frac14\left(\frac{dq}{q}-\frac{d\varepsilon}{\varepsilon}\right).
\]

A small relative error in power or emissivity is divided by four. At fixed power and \(T_s=0\), emissivities of 0.6 and 0.8 give 1101 K and 1025 K. This spread is much larger than the correction for 300 K walls.

## Finite thickness

Let the thickness be \(d\) and the conductivity \(k\). In steady state, the heat crossing the wafer is what the back face loses. If \(\delta\) is the front-to-back temperature difference and \(T\) the mid-plane temperature, the back is at \(T-\delta/2\), and

\[
\frac{k\delta}{d}=\varepsilon\sigma\left[(T-\delta/2)^4-T_s^4\right].
\]

To first order, \((T-\delta/2)^4=T^4-2T^3\delta\). Also \(\varepsilon\sigma(T^4-T_s^4)=q/2\) up to terms in \(\delta^2\). Hence

\[
\delta\left(\frac{k}{d}+2\varepsilon\sigma T^3\right)=\frac q2,
\qquad
\delta\simeq\frac{qd}{2k}\left(1-\frac{2\varepsilon\sigma T^3d}{k}\right). \tag{3}
\]

Take \(d=0.725\) mm and \(k=30\) W/(m K), a rough value for hot silicon. With \(q=10^5\) W/m², the leading difference is

\[
\frac{(10^5)(0.725\times10^{-3})}{2(30)}=1.21\ \text{K}.
\]

The correction in (3) is only 0.2% of this. The mean temperature changes even less. The two faces together emit in proportion to

\[
(T+\delta/2)^4+(T-\delta/2)^4=2T^4+3T^2\delta^2+\cdots,
\]

since the odd terms cancel. Keeping this sum equal to \(2T_e^4\) requires \(8T_e^3(T-T_e)=-3T_e^2\delta^2\), so \(T-T_e=-3\delta^2/(8T_e)\), about half a millikelvin. Here "thin" means that \(\delta\) is small compared with both \(T_e\) and the rise \(T_e-T_s\); a thick insulator could violate this.

## Approach to equilibrium

The heat capacity per area is \(C=\rho cd\). With density \(\rho=2330\) kg/m³ and a rough constant specific heat \(c=900\) J/(kg K), \(C=1520\) J/(m² K). Using (1) to eliminate \(q\),

\[
C\frac{dT}{dt}=q-2\varepsilon\sigma(T^4-T_s^4)
=2\varepsilon\sigma(T_e^4-T^4). \tag{4}
\]

Put \(x=T/T_e\). Since

\[
\frac1{1-x^4}=\frac12\left(\frac1{1-x^2}+\frac1{1+x^2}\right),
\]

integration from \(x_i\) to \(x_f\) gives

\[
t=\frac{C}{2\varepsilon\sigma T_e^3}\,
\frac12\left[\operatorname{artanh}x+\arctan x\right]_{x_i}^{x_f}. \tag{5}
\]

Near equilibrium write \(T=T_e-u\). Then \(T_e^4-T^4\simeq4T_e^3u\), and (4) becomes \(du/dt=-u/\tau\), with

\[
\tau=\frac{C}{8\varepsilon\sigma T_e^3}=4.0\ \text{s}.
\]

The prefactor in (5) is \(4\tau\). From 300 K to 99% of \(T_e\), the bracket including its factor \(\tfrac12\) changes by 1.43, so \(t=4(4.01)(1.43)=22.9\) s. A process lasting a few seconds never reaches the equilibrium estimate.

Cool silicon can be partly transparent to thermal radiation. As a rough model, let \(\varepsilon\) be 0.2 below 500 K, rise linearly to 0.7 at 900 K, and stay there. Numerical integration of (4) by a Runge–Kutta method, with \(q\) fixed, gives 22.4 s. The change is small because most of the radiation is emitted when the wafer is already hot.

## Is pulsed heating continuous?

Plasma implantation can apply its voltage in pulses. Let each last \(t_p=50\) µs with 10% duty, so the power during a pulse is \(q_p=100\) W/cm². Heat \(E\) per area released at the surface of a half-space raises the surface after time \(s\) by \(E/\sqrt{\pi k\rho c\,s}\). This is twice the infinite-medium Gaussian at its centre, because no heat crosses the surface. Adding the contributions of a constant flux gives

\[
\Delta T_p=\int_0^{t_p}\frac{q_p\,ds}{\sqrt{\pi k\rho c\,s}}
=2q_p\sqrt{\frac{t_p}{\pi k\rho c}}=1.0\ \text{K}.
\]

The half-space is justified because the diffusion depth \(\sqrt{kt_p/(\rho c)}=27\) µm is far less than \(d\). For these pulses, the average power suffices.

## The cool edge

The rim radiates but receives no ions in this model. Near it, lateral conduction balances the deficit in radiation from the two faces. With \(u=T_e-T\), linearization for a nearly straight edge gives

\[
kd\,\frac{d^2u}{dr^2}=8\varepsilon\sigma T_e^3u,
\qquad L=\sqrt{\frac{kd}{8\varepsilon\sigma T_e^3}}=7.6\ \text{mm}.
\]

The solution decaying inward from radius \(R\) is \(u=u_Re^{(r-R)/L}\). The outward heat flux at the rim is \(k\,du/dr=ku_R/L\). To leading order it equals one face's loss, \(q/2\), so \(u_R=qL/(2k)=12.6\) K. For \(R=100\) mm, a numerical solution of the nonlinear radial equation by collocation also gives 12.6 K. So close a match is partly luck. Keeping the term \(u'/r\) of the radial equation changes the decay rate at the rim from \(1/L\) to about \(1/L-1/(2R)\), which raises the drop by about \(L/(2R)\), or 4%. The cooler rim emits less by about \(4u_R/T_e\), or 5%, which lowers it. The term \(T_e^4-T^4\) for the faces is slightly smaller than its linear form, which adds about 0.6%. The centre is almost unaffected, but the edge error is ten times the difference through the thickness. This holds only for a rim that receives no ions. The steady Child-law sheath at 20 kV and 5 mA/cm² is 2 to 3 cm thick, larger than both \(L\) and \(d\), so a real rim can be bombarded. If it absorbs \(q/2\) per area the drop vanishes, and if it absorbs \(q\) it is about 12 K hotter than the centre.

## A real chamber

Metal walls reflect some radiation back. Let the wafer's two faces have total area \(A_w\), and the enclosing wall area \(A_c\), emissivity \(\varepsilon_c\) and temperature \(T_s\). Assume diffuse grey reflection and uniform irradiation of the wall. If \(B\) is the radiation leaving the wall per area, the wafer's net loss per radiating area is \(p=\varepsilon(\sigma T^4-B)\).

The wall absorbs \(ap\) net per area, where \(a=A_w/A_c\), so its incident radiation is \(B+ap\). Therefore

\[
B=\varepsilon_c\sigma T_s^4+(1-\varepsilon_c)(B+ap)
\quad\Longrightarrow\quad
B=\sigma T_s^4+ap\left(\frac1{\varepsilon_c}-1\right).
\]

Insert this in \(p/\varepsilon=\sigma T^4-B\) and collect \(p\):

\[
p=\varepsilon_{\rm eff}\sigma(T^4-T_s^4),\qquad
\frac1{\varepsilon_{\rm eff}}=\frac1\varepsilon+a\left(\frac1{\varepsilon_c}-1\right).
\]

For \(A_c=1\) m² and \(\varepsilon_c=0.3\), \(a=0.0628\) and \(\varepsilon_{\rm eff}=0.635\). With walls at 300 K, the temperature rises from 1061 K to 1087 K.

Other terms are smaller in this example:

- **Gas cooling.** Nitrogen at 1 mTorr and 300 K strikes each face at the rate \(P/\sqrt{2\pi mk_BT_s}\), where \(P\) is pressure and \(m\) molecular mass. Weighting by arrival rate gives a mean translational energy \(2k_BT\); rotation adds \(k_BT\), and vibration is left out. If every molecule arrives at 300 K and leaves at the wafer temperature, the two faces lose 0.024 W/cm². Collisions in the gas lower this: the mean free path, about 5 cm, is shorter than the wafer is wide, so some molecules arrive already warmed.
- **Reflected and sputtered energy.** Reflection of 1% of the ion energy, a generous allowance, removes 0.10 W/cm². One sputtered atom per ion, carrying away 15 eV including its binding energy, removes 0.0075 W/cm².
- **Plasma between pulses.** An ion current of 5 mA/cm² for 90% of the time, delivering 40 eV per ion to one face, adds 0.18 W/cm².

These powers add to \(+0.05\) W/cm², which raises the temperature by about 1 K. Spreading the heat over a radiating area enlarged by the rim, a factor \(1+d/R\), lowers the mean temperature by about 2 K. Together with wall reflection these effects give 1087 K.

The sputter yield also sets the erosion. At \(3.12\times10^{15}\) ions/(cm² s), and with silicon's atomic density found from its mass density, sputtering removes 0.62 nm of silicon per second. In one minute that is 37 nm, partly offset by swelling from the nitrogen that stays in the wafer, and too little to alter the thermal estimate.

All these plasma and chamber values are rough. The dose after one minute, \(1.9\times10^{17}\) ions/cm², is enough to make nitrogen a major constituent of the implanted layer and is far above ordinary doping doses. If the ions are N\(_2^+\) rather than N\(^+\), \(q=JV\) is unchanged, but twice as many nitrogen atoms arrive, each with half the energy. The nitrogen-rich layer can also change the emissivity of the front: a surface film of refractive index 2 and thickness 50 to 100 nm would lower the temperature by roughly 1 to 4 K, comparable with the terms listed above. A wafer may instead rest on a holder, which breaks the two-face assumption: an insulating, non-radiating back moves the ideal result to 1260 K, while a cooled holder can lower it greatly.

The meaning of the electrical reading matters too. If each ion releases three secondary electrons, they carry three quarters of the supply current away from the wafer. When 10 W/cm² is supply power, the ions deliver only \(10/(1+3)=2.5\) W/cm². With \(\varepsilon=0.7\) and \(T_s=300\) K held fixed, (1) then gives 754 K. A cooler wafer may have a lower emissivity, which would raise this value: with the rough \(\varepsilon(T)\) used for the heating time, the balance settles at 794 K, where \(\varepsilon=0.57\). The estimate near 1060 K is therefore tied to absorbed power, ions on one face only, two freely radiating faces and a sufficiently long exposure.

All numerical values are calculated from the stated model.
